# Nitrogen activity and the nitriding potential in ammonia–hydrogen gas, part 1

(Sections cited here and not found follow in the second part.)

## The equilibrium law and its constant

When a solid exchanges nitrogen with a mixture of ammonia and hydrogen, and this exchange has reached equilibrium at the surface, the nitrogen activity in the surface layer of the solid is

$$a_N=K(T)\,\frac{p_A/p^\circ}{(p_H/p^\circ)^{3/2}}=K(T)\,\sqrt{p^\circ}\;r_N,\qquad r_N\equiv\frac{p_A}{p_H^{3/2}}. \tag{1}$$

Here $p_A$ is the partial pressure of NH$_3$, $p_H$ that of H$_2$, and $p^\circ=1$ bar. The quantity $r_N$ is the nitriding potential. The constant $K$ depends on temperature alone and belongs to the gas reaction

$$\mathrm{NH_3}\rightarrow\tfrac12\mathrm{N_2}+\tfrac32\mathrm{H_2}. \tag{2}$$

The activity is measured against nitrogen gas at the standard pressure. With $\mu_N$ the chemical potential of nitrogen atoms in the solid and $\mu_D^\circ$ that of N$_2$ gas at $p^\circ$, both per mole,

$$a_N\equiv\exp\!\left[\frac{\mu_N-\tfrac12\mu_D^\circ}{RT}\right]. \tag{3}$$

The subscript $D$ stands for dinitrogen, $N$ for nitrogen in the solid. The value $a_N=1$ thus describes a solid in equilibrium with N$_2$ at 1 bar.

Equation (1) does not require the gas to be in equilibrium with itself. Reaction (2) may be far from equilibrium, and the nitriding power of ammonia depends on this, as shown later. What must be in equilibrium is the exchange

$$\mathrm{NH_3}\rightleftharpoons[\mathrm N]+\tfrac32\mathrm{H_2}, \tag{4}$$

in which $[\mathrm N]$ is a nitrogen atom dissolved in the solid.

### Equilibrium of the exchange

Consider a closed system at fixed temperature $T$ and total pressure $P$. It holds a gas of NH$_3$, H$_2$ and N$_2$, and a solid that takes up nitrogen. Formation of N$_2$ is taken to be so slow that the amount of N$_2$ stays constant during the exchange. Let $\xi$ be the amount of nitrogen, in moles, transferred by reaction (4). The amounts then change by

$$dn_A=-d\xi,\qquad dn_H=\tfrac32\,d\xi,\qquad dn_N=d\xi,\qquad dn_D=0. \tag{5}$$

The factor $\tfrac32$ follows from counting hydrogen atoms: one NH$_3$ brings three, and each H$_2$ carries two away.

At fixed $T$ and $P$ the Gibbs energy changes by $dG=\sum_i\mu_i\,dn_i$. Inserting (5) gives

$$\frac{dG}{d\xi}=\mu_N+\tfrac32\mu_H-\mu_A. \tag{6}$$

Equilibrium is the minimum of $G$, so the right side vanishes there:

$$\mu_N=\mu_A-\tfrac32\mu_H. \tag{7}$$

The stationary point is indeed a minimum. For ideal gases $\mu_i=\mu_i^\circ+RT\ln(p_i/p^\circ)$, a form derived below, and $p_i=n_iP/n$, where $n$ is the total amount of gas. Since $n$ grows by $\tfrac12d\xi$,

$$\frac{d\ln p_A}{d\xi}=-\frac1{n_A}-\frac1{2n},\qquad \frac{d\ln p_H}{d\xi}=\frac{3}{2n_H}-\frac1{2n}.$$

Differentiating (6) once more, and adding $\tfrac32$ times the second expression to minus the first, we find

$$\frac1{RT}\frac{d^2G}{d\xi^2}=\frac1{RT}\frac{d\mu_N}{dn_N}+\frac1{n_A}+\frac{9}{4n_H}-\frac1{4n}. \tag{8}$$

The terms in $1/n$ combine as $\tfrac12-\tfrac34=-\tfrac14$. Because $n\ge n_A$, the term $1/n_A$ outweighs $1/(4n)$, and the gas contribution is positive. The first term is positive for any solution that is stable against separation into nitrogen-rich and nitrogen-poor regions. Hence $G$ is convex and has one minimum.

Condition (7) does not depend on how ammonia comes apart on the surface. Suppose it loses its hydrogen atoms one by one, through adsorbed NH$_2$ and NH, and that each step is in equilibrium. Then

$$\mu_A=\mu_{\mathrm{NH_2}}+\mu_{\mathrm{H}}^{\rm ads},\quad \mu_{\mathrm{NH_2}}=\mu_{\mathrm{NH}}+\mu_{\mathrm{H}}^{\rm ads},\quad \mu_{\mathrm{NH}}=\mu_N+\mu_{\mathrm{H}}^{\rm ads},$$

and recombination of adsorbed hydrogen gives $\mu_{\mathrm H}^{\rm ads}=\tfrac12\mu_H$. Adding the three equations cancels the intermediates and leaves $\mu_A=\mu_N+\tfrac32\mu_H$, which is (7).

### The law for an ideal gas

Insert the ideal-gas potentials into (7) and subtract $\tfrac12\mu_D^\circ$ from both sides:

$$\mu_N-\tfrac12\mu_D^\circ=\left(\mu_A^\circ-\tfrac12\mu_D^\circ-\tfrac32\mu_H^\circ\right)+RT\ln\frac{p_A}{p^\circ}-\tfrac32RT\ln\frac{p_H}{p^\circ}. \tag{9}$$

The bracket contains standard potentials alone and therefore depends on temperature alone. It is minus the standard Gibbs energy $\Delta G^\circ$ of reaction (2), so we define

$$RT\ln K\equiv\mu_A^\circ-\tfrac12\mu_D^\circ-\tfrac32\mu_H^\circ=-\Delta G^\circ. \tag{10}$$

Dividing (9) by $RT$, taking the exponential and using (3) gives (1). The second form in (1) follows because the standard pressures combine as $(p^\circ)^{-1}(p^\circ)^{3/2}=\sqrt{p^\circ}$. Thus $r_N$ has the unit bar$^{-1/2}$ when pressures are in bar, and $\sqrt{p^\circ}$ then has the numerical value one.

The use of $r_N$ as a control quantity rests on this result. At given temperature, two gases with different pressures and different dilution impose the same nitrogen activity if their $r_N$ agree. If a nitride becomes stable at a certain activity $a^*$, the threshold in the gas is $r_N^*=a^*/(K\sqrt{p^\circ})$. This statement neglects the small effect of the total pressure on the free energy of the solid.

Another reference state for nitrogen, with potential $\mu_{\rm ref}$ in place of $\tfrac12\mu_D^\circ$, changes the activity to

$$a_N'=\exp\!\left[\frac{\mu_N-\mu_{\rm ref}}{RT}\right]=a_N\exp\!\left[\frac{\tfrac12\mu_D^\circ-\mu_{\rm ref}}{RT}\right]. \tag{11}$$

The new factor depends on temperature but not on gas composition. It rescales $K$ and leaves the exponents $1$ and $-\tfrac32$ as they are.

If the gas is not ideal, each pressure in (9) is replaced by a fugacity $f_i=\gamma_ip_i$, which is defined so that $\mu_i=\mu_i^\circ+RT\ln(f_i/p^\circ)$. The right side of (1) then acquires the factor $\gamma_A/\gamma_H^{3/2}$. The calculations here set this factor to one.

### Activity is not concentration

Equation (1) fixes the chemical potential of nitrogen. How much nitrogen the solid then contains is a property of the solid. A model shows the difference. Let the solid offer $M$ moles of interstitial sites, a fraction $y=n_N/M$ of them filled, with the mean-field Gibbs energy

$$\frac{G_s}{RT}=M\left[\varepsilon y+\tfrac12wy^2+y\ln y+(1-y)\ln(1-y)\right]. \tag{12}$$

The energy is counted relative to the empty solid and to $\tfrac12$N$_2$ at $p^\circ$. The number $\varepsilon$ is the site energy in units of $RT$, and $w>0$ describes repulsion between nitrogen atoms. The logarithms are the entropy of random mixing. Since $n_N=My$, differentiation with respect to $n_N$ cancels the factor $M$:

$$\ln a_N=\frac{1}{RT}\frac{\partial G_s}{\partial n_N}=\varepsilon+wy+\ln\frac{y}{1-y}. \tag{13}$$

Here the constants $+1$ and $-1$ from the two logarithmic terms cancel. Taking the exponential,

$$a_N=e^{\varepsilon+wy}\,\frac{y}{1-y}\;\longrightarrow\; e^{\varepsilon}y\qquad(y\ll1,\ wy\ll1). \tag{14}$$

In the dilute limit the nitrogen content is proportional to $r_N$. At higher filling it rises more slowly, because sites run out and the atoms repel each other.

With the round model values $\varepsilon=5$ and $w=3$, the Gibbs energy of gas plus solid was minimized numerically for sixteen mixtures at 800 K. The activity was then read from the solid alone, as the derivative of $G_s$ at the minimum. A regression of $\ln a_N$ on the logarithms of the three partial pressures gives the exponents $1.00000$ for NH$_3$, $-1.50000$ for H$_2$ and $0.00000$ for N$_2$. The last value confirms that frozen N$_2$ acts as a diluent.

At the lowest activity the site fraction is $0.3602$, and (13) gives

$$\ln a_N=5+3(0.3602)+\ln\frac{0.3602}{0.6398}=5.506,\qquad a_N=246.$$

At the highest activity the site fraction is $0.8394$ and $a_N=9627$. The activity has grown by a factor of 39, the nitrogen content by a factor of 2.3. This solid represents no particular material.

### The constant from molecular properties

For $\mathcal N$ identical molecules in a volume $V$, in the dilute regime where quantum exchange between molecules is negligible, the partition function is $q^{\mathcal N}/\mathcal N!$. Stirling's formula, $\ln\mathcal N!\simeq\mathcal N\ln\mathcal N-\mathcal N$, gives the Helmholtz energy and its derivative:

$$F=-kT(\mathcal N\ln q-\mathcal N\ln\mathcal N+\mathcal N),\qquad \mu=\frac{\partial F}{\partial\mathcal N}=-kT\ln\frac q{\mathcal N}. \tag{15}$$

In this section $\mu$ is counted per molecule; multiplication by Avogadro's number gives the molar value.

The molecular partition function factorizes if translation, rotation and vibration are independent. Translation contributes the classical phase-space integral

$$\frac{V}{h^3}\int e^{-\mathbf p^2/2mkT}\,d^3p=V\left(\frac{2\pi mkT}{h^2}\right)^{3/2}. \tag{16}$$

With $V/\mathcal N=kT/p$ and the electronic energy $E$ at the equilibrium geometry taken out as a factor $e^{-E/kT}$, equation (15) becomes

$$\mu=E-kT\ln\!\left[\left(\frac{2\pi mkT}{h^2}\right)^{3/2}\frac{kT}{p^\circ}\,q_{\rm rot}q_{\rm vib}\right]+kT\ln\frac p{p^\circ}. \tag{17}$$

The first two terms are $\mu^\circ$. The last term is the pressure dependence used in (9). In an ideal mixture each species has its own factor $q_i^{\mathcal N_i}/\mathcal N_i!$, so (17) holds with its partial pressure.

A harmonic vibration of angular frequency $\omega_j$ has levels $\hbar\omega_j(v+\tfrac12)$. With $x_j=\hbar\omega_j/kT$, the geometric series over $v$ gives

$$q_{\rm vib}=\prod_j\frac{e^{-x_j/2}}{1-e^{-x_j}}, \tag{18}$$

which includes the zero-point energy.

Rotation is treated classically. A linear molecule with moment of inertia $I$ has the energy $p_\theta^2/2I+p_\phi^2/(2I\sin^2\theta)$. The momentum integrals give $2\pi IkT\sin\theta$, the angles give a further $4\pi$, and division by $h^2$ yields

$$q_{\rm rot}=\frac{8\pi^2IkT}{\sigma h^2}\qquad\text{(linear)}. \tag{19}$$

The symmetry number $\sigma$ counts the rotations, the identity included, that leave the molecule unchanged apart from an exchange of identical nuclei: two for N$_2$ and H$_2$, three for NH$_3$. Nuclear-spin weights are omitted throughout. They multiply both sides of reaction (2) equally, since the nuclei are conserved.

For a nonlinear molecule the energy is $\sum_aL_a^2/2I_a$ in the principal axes. The angular velocity depends linearly on the rates of the three Euler angles, through a matrix whose determinant has the magnitude $\sin\theta$. The canonical momenta are obtained from the $L_a$ by the transposed matrix, so their volume element is $\sin\theta\,dL_1dL_2dL_3$. The angular integral is then $\int\sin\theta\,d\phi\,d\theta\,d\psi=8\pi^2$, and the three Gaussian integrals give $\prod_a(2\pi I_akT)^{1/2}$. Hence

$$q_{\rm rot}=\frac{8\pi^2}{\sigma h^3}\prod_{a=1}^{3}(2\pi I_akT)^{1/2}\qquad\text{(nonlinear)}. \tag{20}$$

Equations (10) and (17)–(20) determine $K$ from energies, geometries and vibrational frequencies.

## The constant in numbers, and the limits of the law

The symbols carried over are these. The partial pressures of NH$_3$, H$_2$ and N$_2$ are $p_A$, $p_H$ and $p_D$, with $p^\circ=1$ bar. The nitrogen activity $a_N$ refers to $\tfrac12$N$_2$ at $p^\circ$. Equilibrium of the surface exchange gives $a_N=K\sqrt{p^\circ}\,r_N$ with $r_N=p_A/p_H^{3/2}$, equation (1). The constant $K=e^{-\Delta G^\circ/RT}$ belongs to NH$_3\rightarrow\tfrac12$N$_2+\tfrac32$H$_2$, equations (2) and (10), and follows from the standard potentials in (17).

The law (1) now follows from equilibrium of the surface exchange, and its constant $K$ is expressed through molecular energies, geometries and vibrational frequencies. It remains to evaluate $K$ numerically and to examine how dissociation of the ammonia, full gas equilibrium and loss of nitrogen from the surface affect the activity.
